# Electrocaloric scaling at a Curie point and indirect-method failure on switching: a program that tests the result

```python
"""Electrocaloric effect of a uniform Landau ferroelectric.

Free-energy density: f = f0(T) + a(T-T0)P^2/2 + bP^4/4 + cP^6/6.
P: polarization, E: field, g = f - E P, s: entropy density,
c0: heat capacity per volume at fixed P, W: energy lost in a jump.
Results under test:
 (A) from the second-order Curie point, the adiabatic temperature rise is
     (a T0/2c0) [E/(b(1+r))]^(2/3) to leading order, r=a^2 T0/(2 b c0);
 (B) integrating (dP/dT)_E through an irreversible jump gives an entropy
     change wrong by -dW/dT (field rising) or +dW/dT (field falling).
Branches are found from polynomial roots, not from the derived formulas.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

a, T0, c0 = 1.0e6, 400.0, 3.0e6
b = 5.0e8
SECOND = (b, 0.0)             # quartic and sextic coefficients
FIRST = (-5.0e8, 1.0e10)
nodes, weights = np.polynomial.legendre.leggauss(100)


def close(x, y, rel, absolute=0.0):
    return abs(x - y) <= rel * abs(y) + absolute


def gibbs(T, E, P, model):
    quartic, sextic = model
    return (a*(T-T0)*P**2/2 + quartic*P**4/4 + sextic*P**6/6 - E*P)


def state(T, E, model, path):
    """Polarization on rising, falling or equilibrium path at E >= 0."""
    quartic, sextic = model
    roots = np.roots([sextic, 0, quartic, 0, a*(T-T0), -E])
    p = roots.real[abs(roots.imag) < 1e-7]
    if model is FIRST:
        p = p[p > 0]          # start from the unpolarized state
    if path == "rising":
        return p.min()
    if path == "falling":
        return p.max()
    return p[np.argmin(gibbs(T, E, p, model))]


def integrate(function, low, high):
    x = (high-low)*nodes/2 + (high+low)/2
    return (high-low)/2*sum(w*function(v) for w, v in zip(weights, x))


def find_jump(T, Emax, model, path):
    """Bisect for the field where the followed branch is lost."""
    threshold = 0.12 if model is FIRST else 0.0
    low, high = 1e-3, Emax
    for _ in range(65):
        middle = (low+high)/2
        if state(T, middle, model, path) < threshold:
            low = middle
        else:
            high = middle
    return low, high


def field_integral(T, Emax, model, path, jump=True):
    def polarization(E):
        return state(T, E, model, path)
    if not jump:
        return integrate(polarization, 0, Emax)
    Ej = find_jump(T, Emax, model, path)[1]
    return (integrate(polarization, 0, Ej)
            + integrate(polarization, Ej, Emax))


def loss(T, Emax, model, path):
    low, high = find_jump(T, Emax, model, path)
    p_low = state(T, low, model, path)
    p_high = state(T, high, model, path)
    return abs(gibbs(T, high, p_low, model)
               - gibbs(T, high, p_high, model))


def temperature_slope(function, T, h=0.02):
    return (function(T+h)-function(T-h))/(2*h)


def indirect(T, Emax, model, path, jump=True):
    return temperature_slope(
        lambda t: field_integral(t, Emax, model, path, jump), T)


def aligned(T, E):
    return state(T, E, SECOND, "falling")


def adiabatic_rise(T1, E, P1=0.0):
    def balance(T2):
        return c0*np.log(T2/T1) - a*(aligned(T2, E)**2-P1**2)/2
    return brentq(balance, T1, T1+60, xtol=1e-12) - T1


def polarization_slope(T, E, P):
    return -a*P/(a*(T-T0)+3*b*P**2)


def heat_capacity(T, P):
    return c0 + T*a**2*P**2/(a*(T-T0)+3*b*P**2)


# Second-order Curie point: isothermal and adiabatic responses.
r = a**2*T0/(2*b*c0)
Ehigh = 1.0e7
xhigh = Ehigh**(1/3)


def isothermal_integral(T):
    return integrate(lambda x: 3*x*x*aligned(T, x**3), 0, xhigh)


ds_curie = temperature_slope(isothermal_integral, T0, 1e-3)
ds_formula = -a/2*(Ehigh/b)**(2/3)
assert close(ds_curie, ds_formula, 1e-3)


def isentrope(x, y):
    E, T = x**3, y[0]
    P = aligned(T, E)
    return [-3*x*x*T*polarization_slope(T, E, P)/heat_capacity(T, P)]


solution = solve_ivp(isentrope, (1e-3*xhigh, xhigh), [T0],
                     rtol=1e-9, atol=1e-9)
assert solution.success
rise_maxwell = solution.y[0, -1]-T0
rise_high = adiabatic_rise(T0, Ehigh)
assert close(rise_maxwell, rise_high, 2e-5)

# Check the heat capacity by differentiating the entropy at fixed field.
C_numeric = T0*temperature_slope(
    lambda t: c0*np.log(t)-a*aligned(t, Ehigh)**2/2, T0, 1e-2)
C_curie = c0+a**2*T0/(3*b)
assert close(C_numeric, C_curie, 1e-5)


def leading_rise(E):
    return a*T0/(2*c0)*(E/(b*(1+r)))**(2/3)


fields = [1e4, 1e5, 1e6, 1e7]
rises = [adiabatic_rise(T0, E) for E in fields]
exponent = np.log(rises[1]/rises[0])/np.log(10)
assert close(exponent, 2/3, 1e-3)
for E, rise in zip(fields[1:], rises[1:]):
    q = leading_rise(E)/T0
    correction = q*(3+r)/(6*(1+r))
    assert close(rise/leading_rise(E)-1, correction, 0.03)


def frozen_integrand(x):
    E = x**3
    P = aligned(T0, E)
    return -3*x*x*T0*polarization_slope(T0, E, P)/heat_capacity(T0, P)


frozen_CE = integrate(frozen_integrand, 0, xhigh)
frozen_c0 = -T0*ds_curie/c0
assert close(frozen_CE, frozen_c0/(1+2*r/3), 1e-3)
assert close(frozen_c0/leading_rise(Ehigh), (1+r)**(2/3), 1e-3)
assert close(frozen_CE/leading_rise(Ehigh)-1, -r*r/9, 0.3)

# Crossover exponents at temperatures on both sides of the Curie point.
tau = 10.0
Ecross = (a*tau)**1.5/np.sqrt(b)


def local_exponent(T, E):
    start = aligned(T, 0.0)**2 if T < T0 else 0.0
    low = aligned(T, E*0.99)**2-start
    high = aligned(T, E*1.01)**2-start
    return np.log(high/low)/np.log(1.01/0.99)


exponents = [local_exponent(T0+sign*tau, factor*Ecross)
             for sign in (1, -1) for factor in (0.01, 100)]
for value, target in zip(exponents, [2, 2/3, 1, 2/3]):
    assert close(value, target, 0.05)

# Switching of the antiparallel state below the Curie point.
T, E = 390.0, 2.0e6
Ps = np.sqrt(a*(T0-T)/b)
Pend = aligned(T, E)
Pstart = state(T, 0.0, SECOND, "rising")
assert close(Pstart, -Ps, 1e-8)
Elow, Ejump = find_jump(T, E, SECOND, "rising")
Pbefore = state(T, Elow, SECOND, "rising")
Pafter = state(T, Ejump, SECOND, "rising")
assert close(Ejump, 2*b*Ps**3/(3*np.sqrt(3)), 1e-7)
assert close(Pbefore, -Ps/np.sqrt(3), 1e-5)
assert close(Pafter, 2*Ps/np.sqrt(3), 1e-5)
W = loss(T, E, SECOND, "rising")
assert close(W, 3*b*Ps**4/4, 1e-6)
Wslope = temperature_slope(lambda t: loss(t, E, SECOND, "rising"), T)
true = -a/2*(Pend**2-Pstart**2)
smooth = indirect(T, E, SECOND, "falling", jump=False)
switched = indirect(T, E, SECOND, "rising")
assert close(smooth, true, 1e-4)
assert close(switched, true-Wslope, 1e-3)
assert close(switched, true+1.5*a*Ps**2, 1e-3)

# Remove the jump but retain every smooth part of the measured branch.


def old_piece(u):
    field = Ejump*(1-u*u)
    P = state(T, field, SECOND, "rising")
    return 2*Ejump*u*polarization_slope(T, field, P)


def new_piece(field):
    P = aligned(T, field)
    return polarization_slope(T, field, P)


deleted = integrate(old_piece, 0, 1)+integrate(new_piece, Ejump, E)
assert close(deleted, true+a*Ps**2/2, 0, 1e-3*a*Ps**2)
Esign = 6*b*Ps**3
below_sign = indirect(T, 0.9*Esign, SECOND, "rising")
above_sign = indirect(T, 1.1*Esign, SECOND, "rising")
assert below_sign > 0 > above_sign

# Energy balance and hysteresis area provide independent loss checks.
rising_area = field_integral(T, E, SECOND, "rising")
falling_area = field_integral(T, E, SECOND, "falling", jump=False)
work = E*Pend-rising_area
# Internal energy without its purely thermal part, equal at both ends.


def internal(P):
    return -a*T0*P**2/2+b*P**4/4


heat = work-(internal(Pend)-internal(Pstart))
assert close(heat, W-T*true, 1e-5)
assert close(falling_area-rising_area, W, 1e-4)
direct_aligned = adiabatic_rise(T, E, Ps)

# General error law on a first-order model, including equilibrium.
Tf, Ef = 408.0, 1.0e6
true_first = -a*state(Tf, Ef, FIRST, "rising")**2/2
first_results = {}
for path, sign in (("rising", -1), ("falling", 1), ("equilibrium", 0)):
    estimate = indirect(Tf, Ef, FIRST, path)
    slope = temperature_slope(lambda t: loss(t, Ef, FIRST, path), Tf)
    assert close(estimate, true_first+sign*slope, 2e-3)
    first_results[path] = (estimate, slope,
                           find_jump(Tf, Ef, FIRST, path)[1])
assert close(first_results["equilibrium"][0], true_first, 2e-3)
assert abs(first_results["rising"][0]/true_first-1) > 0.01
assert abs(first_results["falling"][0]/true_first-1) > 0.01

print(f"a = {a:.3e} V m/(C K); b = {b:.3e} V m^5/C^3")
print(f"c0 = {c0:.3e} J/(m^3 K); Tc = {T0:.1f} K; r = {r:.5f}")
print("Adiabatic rise from Tc: field, exact isentrope, leading law")
for field, rise in zip(fields, rises):
    print(f"  {field/1e6:.2f} MV/m: {rise:.5f} K, "
          f"{leading_rise(field):.5f} K")
print(f"Exponent from the two lowest fields = {exponent:.5f}")
print(f"At Tc and {Ehigh/1e6:.1f} MV/m:")
print(f"  P at fixed T = {aligned(T0, Ehigh):.5f} C/m^2")
print(f"  isothermal entropy change = {ds_curie:.1f} J/(m^3 K)")
print(f"  C_E = {C_numeric:.5e} J/(m^3 K)")
print(f"  rise by integrating Maxwell ODE = {rise_maxwell:.5f} K")
print(f"  fixed-T estimate using c0 = {frozen_c0:.5f} K")
print(f"  fixed-T estimate using C_E = {frozen_CE:.5f} K")
print(f"Crossover field at |T-Tc|={tau:.0f} K: {Ecross/1e6:.5f} MV/m")
print("Local entropy exponents at 0.01 and 100 crossover fields:")
print(f"  above Tc: {exponents[0]:.4f}, {exponents[1]:.4f}")
print(f"  below Tc: {exponents[2]:.4f}, {exponents[3]:.4f}")
print(f"Switching example: T = {T:.1f} K, E = {E/1e6:.2f} MV/m")
print(f"  Ps = {Ps:.5f} C/m^2; final P = {Pend:.5f} C/m^2")
print(f"  switching field = {Ejump/1e6:.5f} MV/m")
print(f"  P before, after jump = {Pbefore:.5f}, {Pafter:.5f} C/m^2")
print(f"  loss W = {W:.1f} J/m^3; dW/dT = {Wslope:.1f} J/(m^3 K)")
print("  Entropy changes in J/(m^3 K):")
print(f"    true = {true:.1f}; aligned indirect = {smooth:.1f}")
print(f"    switched indirect = {switched:.1f}")
print(f"    jump deleted = {deleted:.1f} (rounded)")
print(f"  -T ds/c0 from true ds = {-T*true/c0:.4f} K")
print(f"  -T ds/c0 from switched estimate = {-T*switched/c0:.4f} K")
print(f"  exact aligned adiabatic rise = {direct_aligned:.4f} K")
print(f"  isothermal heat released on switching = {heat:.1f} J/m^3")
print(f"  wrong sign ends at field = {Esign/1e6:.5f} MV/m")
print(f"First-order check: T = {Tf:.1f} K, E = {Ef/1e6:.2f} MV/m")
print(f"  b = {FIRST[0]:.3e} V m^5/C^3; c = {FIRST[1]:.3e} V m^9/C^5")
print(f"  true entropy change = {true_first:.1f} J/(m^3 K)")
for path, (estimate, slope, field) in first_results.items():
    print(f"  {path}: jump at {field/1e6:.5f} MV/m")
    print(f"    indirect ds = {estimate:.1f}, dW/dT = {slope:.1f} "
          "J/(m^3 K)")
print("done: every assertion held")
```

Output:

```
a = 1.000e+06 V m/(C K); b = 5.000e+08 V m^5/C^3
c0 = 3.000e+06 J/(m^3 K); Tc = 400.0 K; r = 0.13333
Adiabatic rise from Tc: field, exact isentrope, leading law
  0.01 MV/m: 0.04519 K, 0.04519 K
  0.10 MV/m: 0.20980 K, 0.20974 K
  1.00 MV/m: 0.97464 K, 0.97355 K
  10.00 MV/m: 4.54240 K, 4.51881 K
Exponent from the two lowest fields = 0.66675
At Tc and 10.0 MV/m:
  P at fixed T = 0.27144 C/m^2
  isothermal entropy change = -36840.1 J/(m^3 K)
  C_E = 3.26667e+06 J/(m^3 K)
  rise by integrating Maxwell ODE = 4.54239 K
  fixed-T estimate using c0 = 4.91201 K
  fixed-T estimate using C_E = 4.51106 K
Crossover field at |T-Tc|=10 K: 1.41421 MV/m
Local entropy exponents at 0.01 and 100 crossover fields:
  above Tc: 1.9996, 0.6876
  below Tc: 0.9951, 0.6768
Switching example: T = 390.0 K, E = 2.00 MV/m
  Ps = 0.14142 C/m^2; final P = 0.20000 C/m^2
  switching field = 0.54433 MV/m
  P before, after jump = -0.08165, 0.16330 C/m^2
  loss W = 150000.0 J/m^3; dW/dT = -30000.0 J/(m^3 K)
  Entropy changes in J/(m^3 K):
    true = -10000.0; aligned indirect = -10000.0
    switched indirect = 20000.0
    jump deleted = 0.0 (rounded)
  -T ds/c0 from true ds = 1.3000 K
  -T ds/c0 from switched estimate = -2.6000 K
  exact aligned adiabatic rise = 1.1800 K
  isothermal heat released on switching = 4050000.0 J/m^3
  wrong sign ends at field = 8.48528 MV/m
First-order check: T = 408.0 K, E = 1.00 MV/m
  b = -5.000e+08 V m^5/C^3; c = 1.000e+10 V m^9/C^5
  true entropy change = -21296.8 J/(m^3 K)
  rising: jump at 0.41750 MV/m
    indirect ds = -16588.9, dW/dT = -4707.9 J/(m^3 K)
  falling: jump at 0.27146 MV/m
    indirect ds = -27891.8, dW/dT = -6594.9 J/(m^3 K)
  equilibrium: jump at 0.35117 MV/m
    indirect ds = -21296.8, dW/dT = -0.0 J/(m^3 K)
done: every assertion held
```
